# Head, wings and Γ-cell average of anisotropic screening in PAW

## 1. A cubic cell around Γ

Hartree atomic units are used: $\hbar=m=e=1$, and the bare Coulomb interaction is $v(q)=4\pi/q^2$. Suppose the long-wavelength screening of an insulator is described by a symmetric tensor $L$, so that

$$W(\mathbf q)=\frac{4\pi}{\mathbf q\cdot L\,\mathbf q}=\frac{4\pi}{q^2}\,\frac{1}{\mathbf n\cdot L\,\mathbf n},\qquad \mathbf n=\mathbf q/q .$$

This has no limit at $\mathbf q=0$: it diverges, and its strength depends on the direction of approach. Its mean over a small cell around Γ is nevertheless finite, because $d^3q$ supplies a factor $q^2$.

Let the cell be a cube. Write $\bar W_{\rm bare}$ for the mean of $4\pi/q^2$, and $\langle\cdot\rangle_w$ for a mean over the cell with normalized weight proportional to $1/q^2$. Then $\bar W=\bar W_{\rm bare}\langle 1/(\mathbf n L\mathbf n)\rangle_w$. Cubic symmetry gives $\langle n_an_b\rangle_w=\delta_{ab}/3$, hence $\langle \mathbf nL\mathbf n\rangle_w={\rm Tr}L/3$. Since $1/x$ is convex for $x>0$,

$$\bar W\;\ge\;\frac{\bar W_{\rm bare}}{{\rm Tr}L/3}.$$

Equality holds for isotropic $L$. For weak anisotropy the difference is of second order, because the first-order change of $1/x$ is linear in $\mathbf nL\mathbf n$. In a non-cubic cell the three axes need not have equal weight, and the trace loses this role. Two things are therefore needed: $L$ from the electronic states, and the cell mean for a general shape.

## 2. Conventions and the PAW map

The crystal is a non-magnetic insulator with time-reversal symmetry and a local all-electron potential. Bloch states are $\psi_{n\mathbf k}=e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}$, with $u$ normalized in the unit cell of volume $V$. There are $N_k$ points $\mathbf k$, and each filled band holds two electrons. Valence and conduction bands are labelled $v$ and $c$. Core excitations are left out.

PAW writes $\psi=T\tilde\psi$ with

$$T=1+\sum_i|\Delta_i\rangle\langle p_i|,\qquad \Delta_i=\phi_i-\tilde\phi_i,\qquad \langle p_i|\tilde\phi_j\rangle=\delta_{ij}.$$

Here $\phi_i$ and $\tilde\phi_i$ are all-electron and smooth partial waves. They differ inside atomic spheres that do not overlap. For an operator $A$,

$$T^\dagger AT=A+\sum_i|p_i\rangle\langle\Delta_i|A+\sum_jA|\Delta_j\rangle\langle p_j|+\sum_{ij}|p_i\rangle\langle\Delta_i|A|\Delta_j\rangle\langle p_j|.$$

If $A$ is local or differential, $\langle\Delta_i|A$ samples $\tilde\psi$ only inside the sphere. With complete partial waves, $\tilde\psi=\sum_j|\tilde\phi_j\rangle\langle p_j|\tilde\psi\rangle$ there. The on-site coefficient becomes

$$\langle\Delta_i|A|\tilde\phi_j\rangle+\langle\tilde\phi_i|A|\Delta_j\rangle+\langle\Delta_i|A|\Delta_j\rangle=\langle\phi_i|A|\phi_j\rangle-\langle\tilde\phi_i|A|\tilde\phi_j\rangle .$$

For $A=1$ this coefficient is called $Q_{ij}$, and for $A=\mathbf r-\mathbf R$, with $\mathbf R$ the atomic site, $\boldsymbol\tau_{ij}$.

## 3. The dipole from the overlap at small q

The head needs $M_{vc}(\mathbf q)=\langle\psi_{v\mathbf k}|e^{-i\mathbf q\cdot\mathbf r}|\psi_{c,\mathbf k+\mathbf q}\rangle=\langle u_{v\mathbf k}|u_{c,\mathbf k+\mathbf q}\rangle$.

Let $p_{i\mathbf k}$ be the lattice-periodic sum of $e^{-i\mathbf k\cdot(\mathbf r-\mathbf R)}p_i$. At one site the two projections carry the phases $e^{-i\mathbf k\cdot\mathbf R}$ and $e^{i(\mathbf k+\mathbf q)\cdot\mathbf R}$. The operator is $e^{-i\mathbf q\cdot\mathbf R}e^{-i\mathbf q\cdot(\mathbf r-\mathbf R)}$, so the site phases multiply to one. Expanding the last exponential,

$$M_{vc}=\langle\tilde u_{v\mathbf k}|\tilde u_{c,\mathbf k+\mathbf q}\rangle+\sum_{ij}\langle\tilde u_{v\mathbf k}|p_{i\mathbf k}\rangle(Q_{ij}-i\mathbf q\cdot\boldsymbol\tau_{ij})\langle p_{j,\mathbf k+\mathbf q}|\tilde u_{c,\mathbf k+\mathbf q}\rangle+O(q^2).$$

At $\mathbf q=0$ this is $\langle\tilde u_v|S|\tilde u_c\rangle=0$, where $S=1+\sum|p_{i\mathbf k}\rangle Q_{ij}\langle p_{j\mathbf k}|$. The linear term gives $M_{vc}=\mathbf q\cdot\mathbf d_{vc}$ with, for $\partial=\nabla_{\mathbf k}$,

$$\mathbf d_{vc}=\langle\tilde u_v|S|\partial\tilde u_c\rangle+\sum_{ij}\langle\tilde u_v|p_i\rangle Q_{ij}\langle\partial p_j|\tilde u_c\rangle-i\sum_{ij}\langle\tilde u_v|p_i\rangle\boldsymbol\tau_{ij}\langle p_j|\tilde u_c\rangle .$$

Acting with $T^\dagger$ on $(H-\varepsilon_c)T\tilde\psi_c=0$ and removing the Bloch phase gives $(\tilde H-\varepsilon_cS)\tilde u_c=0$, where $\tilde H=e^{-i\mathbf k\cdot\mathbf r}T^\dagger HTe^{i\mathbf k\cdot\mathbf r}$ and $S=e^{-i\mathbf k\cdot\mathbf r}T^\dagger Te^{i\mathbf k\cdot\mathbf r}$ is the overlap above. To remove the derivative of the orbital, differentiate this equation:

$$(\partial\tilde H-\varepsilon_c\partial S-S\,\partial\varepsilon_c)\tilde u_c+(\tilde H-\varepsilon_cS)\partial\tilde u_c=0 .$$

Project on $\tilde u_v$. The term with $\partial\varepsilon_c$ vanishes by orthogonality, and $\langle\tilde u_v|\tilde H=\varepsilon_v\langle\tilde u_v|S$. Thus

$$\langle\tilde u_v|S|\partial\tilde u_c\rangle=\frac{\langle\tilde u_v|\partial\tilde H-\varepsilon_c\partial S|\tilde u_c\rangle}{\varepsilon_c-\varepsilon_v}.$$

Inserted as the first of the three terms of $\mathbf d_{vc}$ above, this gives the longitudinal form of the dipole.

For a local all-electron potential there is a shorter form. The Hamiltonian for $u$ is $H_{\mathbf k}=\frac12(-i\nabla+\mathbf k)^2+V_{\rm loc}(\mathbf r)$, so $\partial H_{\mathbf k}=-i\nabla+\mathbf k$. The same projection with $S=1$ gives

$$\mathbf d_{vc}=\frac{\mathbf p_{vc}}{\varepsilon_c-\varepsilon_v},\qquad \mathbf p_{vc}=\langle\psi_v|-i\nabla|\psi_c\rangle ,$$

$$\mathbf p_{vc}=\langle\tilde\psi_v|-i\nabla|\tilde\psi_c\rangle+\sum_{ij}\langle\tilde\psi_v|p_i\rangle\big(\langle\phi_i|-i\nabla|\phi_j\rangle-\langle\tilde\phi_i|-i\nabla|\tilde\phi_j\rangle\big)\langle p_j|\tilde\psi_c\rangle .$$

A nonlocal all-electron potential would add its own $\mathbf k$ derivative to $\partial H_{\mathbf k}$, and $\mathbf p_{vc}$ alone would then not suffice. In the worked model the two forms agree to about $2\times10^{-6}$ of the largest dipole.

## 4. Head, wings and body of the response

With $f=1$ for filled and $f=0$ for empty bands, the response at imaginary frequency $i\omega$ is

$$\chi^0_{\mathbf G\mathbf G'}(\mathbf q)=\frac{2}{N_kV}\sum_{\mathbf k,nm}\frac{f_n-f_m}{i\omega+\varepsilon_{n\mathbf k}-\varepsilon_{m,\mathbf k+\mathbf q}}\,\rho_{nm}(\mathbf G)\rho_{nm}^*(\mathbf G'),$$

where $\rho_{nm}(\mathbf G)=\langle\psi_{n\mathbf k}|e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}|\psi_{m,\mathbf k+\mathbf q}\rangle$.

The pairs $(n,m)=(v,c)$ and $(c,v)$ are two time orders. Time reversal allows $\psi_{-\mathbf k}=\psi_{\mathbf k}^*$, which turns the second element into

$$\langle\psi_{c\mathbf k}|e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}|\psi_{v,\mathbf k+\mathbf q}\rangle=\langle\psi_{v,-\mathbf k-\mathbf q}|e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}|\psi_{c,-\mathbf k}\rangle .$$

This is a $(v,c)$ element at $\mathbf k'=-\mathbf k-\mathbf q$. After the zone sum both orders have the same numerators; on a finite mesh containing $-\mathbf k$ with each $\mathbf k$, this holds to leading order in $q$. With $\Delta=\varepsilon_c-\varepsilon_v$ their weights add to

$$\frac1{i\omega-\Delta}-\frac1{i\omega+\Delta}=\frac{2\Delta}{(i\omega)^2-\Delta^2}=-\frac{2\Delta}{\omega^2+\Delta^2}.$$

Collect the three components of $\mathbf d_{vc}$ and the elements $\rho_{vc}(\mathbf G\ne0)$ at $\mathbf q=0$ in one column $F_\alpha$. Define

$$K_{\alpha\beta}=-\frac{2}{N_kV}\sum_{\mathbf k,vc}\frac{2\Delta}{\omega^2+\Delta^2}F_\alpha F_\beta^* .$$

Replacing $\rho_{vc}(0)$ by $\mathbf q\cdot\mathbf d_{vc}$ yields

$$\chi^0_{00}=\sum_{ab}q_aK_{ab}q_b,\qquad \chi^0_{0\mathbf G}=\sum_aq_aK_{a\mathbf G},\qquad \chi^0_{\mathbf G\mathbf G'}=K_{\mathbf G\mathbf G'} .$$

The head is quadratic in $q$ and the wings are linear. In a metal, intraband transitions add terms that this expansion lacks.

The body and wings also need $e^{-i\mathbf G\cdot\mathbf r}$ at finite $\mathbf G$, and in the model of Section 8 this demands more partial waves than the dipole does. There only degrees 0 and 1 are modified and the gradient changes the degree by one, so the on-site sum for the dipole ends at degree 2, whereas the exponential couples all degrees. For the exponential, polynomial-times-Gaussian functions up to degree 1, 3 and 8 leave errors of 6%, 1.8% and 0.015%. These are relative to the largest element considered. Against the two-time-order sum at a tiny finite $\mathbf q$, the resulting head agrees to $3\times10^{-6}$, and the wings and body to $3\times10^{-4}$ of their largest elements.

## 5. Local fields and the tensor L

In the random-phase approximation the symmetrized dielectric matrix is $\epsilon=1-\sqrt v\,\chi^0\sqrt v$, with $v_{\mathbf G}=4\pi/|\mathbf q+\mathbf G|^2$. For $\mathbf G=0$, $\sqrt{v_0}=\sqrt{4\pi}/q$ cancels one factor $q$ on each side of the head:

$$\epsilon_{00}=1-4\pi\,\mathbf nK\mathbf n=\mathbf nA\mathbf n,\qquad A_{ab}=\delta_{ab}-4\pi K_{ab}.$$

The unit term could be absorbed because $\mathbf n\cdot\mathbf n=1$. Likewise

$$\epsilon_{0\mathbf G}=\sum_an_aw_{a\mathbf G},\qquad w_{a\mathbf G}=-\sqrt{4\pi}\,K_{a\mathbf G}\sqrt{v_{\mathbf G}},$$

and $B$ denotes the block with both vectors nonzero, taken at $\mathbf q=0$.

The first column $(x_0,x)$ of $\epsilon^{-1}$ obeys

$$\mathbf nA\mathbf n\,x_0+\mathbf nw\,x=1,\qquad w^\dagger\mathbf n\,x_0+Bx=0 .$$

The second equation gives $x=-B^{-1}w^\dagger\mathbf n\,x_0$. Inserting this in the first,

$$x_0=\frac1{\mathbf nL\mathbf n},\qquad L=A-wB^{-1}w^\dagger .$$

For the other columns put a source $y$ in the second equation and zero in the first. Then $x=B^{-1}(y-w^\dagger\mathbf n x_0)$ and $x_0=-\mathbf nwB^{-1}y/(\mathbf nL\mathbf n)$, so

$$(\epsilon^{-1})_{0,\rm body}=-\frac{\mathbf nwB^{-1}}{\mathbf nL\mathbf n},\qquad(\epsilon^{-1})_{\rm body}=B^{-1}+\frac{B^{-1}w^\dagger\mathbf n\;\mathbf nwB^{-1}}{\mathbf nL\mathbf n}.$$

At imaginary frequency $K$ is negative semidefinite, being minus a sum of terms $FF^\dagger$ with positive weights. Hence $\epsilon\ge1$ as a matrix, $0<(\epsilon^{-1})_{00}\le1$, and $\mathbf nL\mathbf n\ge1$: the cell integral meets no zero of the denominator. Since $B\ge1$, the subtraction $\mathbf nwB^{-1}w^\dagger\mathbf n$ is nonnegative. Within this approximation, local fields cannot raise the macroscopic dielectric function. Only the real symmetric part of $L$ enters $\mathbf nL\mathbf n$, and $L$ means that part below.

## 6. The cell mean as three face means

Let the small cell have edges $\mathbf b_1,\mathbf b_2,\mathbf b_3$, volume $\Omega_0$ and centre Γ. For a $4\times4\times4$ mesh these edges are reciprocal lattice vectors divided by 4. The screened interaction is $W=\sqrt v\,\epsilon^{-1}\sqrt v$. Its head varies as $1/q^2$, its wings as $1/q$, and its body depends on direction alone.

Take an even function $f$ with $f(\lambda\mathbf q)=\lambda^df(\mathbf q)$ for $\lambda>0$, and $d>-3$. Differentiating with respect to $\lambda$ at $\lambda=1$ gives $\mathbf q\cdot\nabla f=d\,f$. Therefore

$$\nabla\cdot(\mathbf qf)=3f+\mathbf q\cdot\nabla f=(3+d)f .$$

Apply the divergence theorem to the cell with a ball of radius $\delta$ removed. The flux through the ball scales as $\delta\,\delta^d\,\delta^2=\delta^{3+d}$ and vanishes as $\delta\to0$. Only the faces remain.

A face has points $\mathbf Q_i=\frac12\mathbf b_i+s\mathbf b_j+t\mathbf b_k$, with $s,t\in[-\frac12,\frac12]$ and $i,j,k$ all different. Its flux element is

$$\mathbf Q_i\cdot d\mathbf S=\tfrac12|\mathbf b_i\cdot(\mathbf b_j\times\mathbf b_k)|\,ds\,dt=\tfrac12\Omega_0\,ds\,dt ,$$

because $\mathbf b_j$ and $\mathbf b_k$ lie in the face. The opposite face contributes equally, since $f$ is even. Hence

$$\frac1{\Omega_0}\int f\,d^3q=\frac1{3+d}\sum_{i=1}^3\int\!\!\int f(\mathbf Q_i)\,ds\,dt .$$

For $f=1$ both sides equal one. For the screened head $d=-2$, and

$$\boxed{\;\bar W_{00}=4\pi\sum_{i=1}^3\int_{-1/2}^{1/2}\!\!\int_{-1/2}^{1/2}\frac{ds\,dt}{\mathbf Q_i\cdot L\,\mathbf Q_i}\;}$$

The singularity has gone: no face contains Γ, and the integrand is smooth. Both this case and $d=0$ agree with extrapolated three-dimensional sums to about $10^{-7}$ (relative to the mean for the head, absolute for the dimensionless $d=0$ tensor), also for a skewed cell with a full tensor.

The leading wings are odd in $\mathbf q$ and average to zero. The body needs the mean of $n_an_b/(\mathbf nL\mathbf n)$, with $d=0$ and prefactor $1/3$. Calling this mean $N_{ab}$, one has ${\rm Tr}(LN)=1$, because contraction with $L$ turns the numerator into the denominator.

These are the leading terms of each block. Corrections to the head of relative order $q^2$ are finite at Γ, just as the body is, and are not included.

## 7. Replacing the cell by a sphere

A sphere of equal volume has radius $q_0=(3\Omega_0/4\pi)^{1/3}$. With $a$ the angular mean of $1/(\mathbf nL\mathbf n)$,

$$\bar W_{\rm sph}=\frac{4\pi}{\Omega_0}\int_0^{q_0}\!dq\;4\pi a=\frac{16\pi^2q_0a}{4\pi q_0^3/3}=\frac{12\pi a}{q_0^2}.$$

To find $a$, evaluate $J=\int d^3q\,e^{-q^2}/(\mathbf qL\mathbf q)$ in two ways. The radial integral gives $J=4\pi a\,\sqrt\pi/2=2\pi^{3/2}a$. Writing $1/(\mathbf qL\mathbf q)=\int_0^\infty ds\,e^{-s\,\mathbf qL\mathbf q}$ and doing the Gaussian integral gives $J=\pi^{3/2}\int_0^\infty ds\prod_i(1+sl_i)^{-1/2}$, where $l_i$ are the eigenvalues of $L$. Therefore

$$a=\frac12\int_0^\infty\frac{ds}{\sqrt{(1+sl_1)(1+sl_2)(1+sl_3)}}=R_F(l_2l_3,l_3l_1,l_1l_2).$$

$R_F(x,y,z)=\frac12\int_0^\infty dt\,[(t+x)(t+y)(t+z)]^{-1/2}$ is Carlson's integral; the substitution $t=l_1l_2l_3\,s$ produces it. For $l_i=l$, $a=1/l$. For a uniaxial tensor with $l_z>l_x=l_y$, direct integration over $\mu=n_z$ gives

$$a=\int_0^1\frac{d\mu}{l_x+(l_z-l_x)\mu^2}=\frac{\arctan\sqrt{(l_z-l_x)/l_x}}{\sqrt{l_x(l_z-l_x)}} .$$

## 8. A tetragonal model crystal

The cell has edges 30, 30 and 34 bohr, so $V=30600$ bohr³. It holds one Gaussian well of depth 0.11 hartree, with widths 5, 5 and 8 bohr, and two electrons. Over the sampled points, the lowest conduction level lies 0.024 hartree above the highest valence level; the two may belong to different $\mathbf k$. The all-electron partial waves are the smooth ones multiplied by 1.3 (degree 0) or 0.8 (degree 1). The smooth ones are oscillator functions, which extend through all space instead of differing from their partners only inside a sphere. This is a chosen map that tests the PAW algebra, not a set of atomic solutions.

The tensor comes from a shifted $2\times2\times2$ $\mathbf k$ mesh and 28 nonzero $\mathbf G$ vectors. The numbers describe this discretized model and are not converged in the digits shown: with 186 $\mathbf G$ vectors and a $4\times4\times4$ $\mathbf k$ mesh, $L_{xx}$ and $L_{zz}$ below move from 1.250 and 1.366 to about 1.232 and 1.356, mostly through the added $\mathbf G$ vectors, which raises the screened mean by about 1%.

**The tensor.** Without local fields, $A_{xx}=1.541$ and $A_{zz}=2.165$. Dropping the on-site part of the momentum element gives 1.455 and 1.842. The polarizability part $A_{zz}-1$ thus falls from 1.165 to 0.842, a loss of 28%. The size of this loss depends on the chosen factors 1.3 and 0.8 and on the length chosen for the oscillator functions. It would vanish for factors 1 and says nothing about real atoms. With local fields, $L_{xx}=L_{yy}=1.250$ and $L_{zz}=1.366$. They remove most of the $zz$ polarizability and much of the anisotropy.

At $\omega=0.05$ hartree the values are 1.134 and 1.162. The weight $2\Delta/(\omega^2+\Delta^2)$ in $K$ falls with $\omega$, so both $A-1$ and the subtracted local-field term $wB^{-1}w^\dagger$ shrink. The local-field term shrinks by the larger factor, and $L-1$ therefore falls less than $A-1$ does. The transitions that dominate the response have lower energies for polarization along $z$, the long axis of the well, which fits the stronger reduction there.

**The head.** For the $4\times4\times4$ mesh the bare mean is 38167 hartree bohr³ and the screened mean is 29674 hartree bohr³. Their ratio is an effective constant 1.286. Other choices, compared with the screened cell mean, give:

- $L_{xx}$ alone: 30532, or 2.9% too high.
- $L_{zz}$ alone: 27941, or 5.8% too low.
- ${\rm Tr}L/3=(2\times1.2501+1.3660)/3=1.2887$: 29616, or 0.2% too low.
- The sphere: 30161, or 1.6% too high.

The trace does well here because the anisotropy is weak and the cell is close to a cube. The sphere's error is mainly one of shape. With $l_x=1.2501$ and $l_z=1.3660$ the uniaxial formula gives $a=0.7765$, close to the cell ratio $29674/38167=0.7775$. The bare sphere value $12\pi/q_0^2$, however, already exceeds the bare cell mean by 1.8%.

**The body.** The diagonal element at $\mathbf G=(0,0,1)$ has $B^{-1}=0.7713$ and gains 0.0110 from the directional mean, or 1.4%. The identity for $N$ also checks: $2\times1.2501\times0.2764+1.3660\times0.2262=1.000$.

**An energy.** In static screened exchange, an occupied state receives from the head in the Γ cell

$$-\frac{\bar W_{00}}{4^3V}=-\frac{29673.8}{64\times30600}=-0.01515\ \text{hartree}=-0.412\ \text{eV}.$$

Here the diagonal density element was set to its limit 1. Its square falls to about 0.97 at the cell corner, and keeping it changes the mesh-averaged value to about $-0.410$ eV. For a nondegenerate band such as this one, elements with other bands vanish linearly in $q$; for a degenerate level only the sum of squared elements over the degenerate set tends to 1. The bare interaction gives $-0.530$ eV.

**Reach of the limiting form.** At the centre of the $x$ face, the inverse matrix evaluated at the full $\mathbf q$ gives $(\epsilon^{-1})_{00}=0.8013$, against $1/L_{xx}=0.7999$. At the $z$ face the values are 0.7334 and 0.7321. The limiting form is thus about 0.2% low at these two points. A coarser mesh has a larger cell, and the comparison must then be repeated. The numerical output below lists the values and the sizes of the discrepancies.

## Table of computed values

```
cell edge a = b: 30.0 bohr
cell edge c: 34.0 bohr
well depth: 0.11 hartree
well width x = y: 5.0 bohr
well width z: 8.0 bohr
oscillator length of projectors: 4.0 bohr
partial-wave factor, degree 0: 1.3 (no unit)
partial-wave factor, degree 1: 0.8 (no unit)
plane waves: 511 (no unit)
projectors: 165 (no unit)
nonzero G in response: 28 (no unit)
k points: 8 (no unit)
second imaginary frequency tested: 0.05 hartree
band gap on sampled points: 0.0238 hartree
PAW minus all-electron energy, max: 6.3e-09 hartree
two dipole forms, relative difference: 1.7e-06 (no unit)
exp(-iGr) on-site error, degree <= 1: 6.0e-02 (no unit)
exp(-iGr) on-site error, degree <= 3: 1.8e-02 (no unit)
exp(-iGr) on-site error, degree <= 8: 1.5e-04 (no unit)
chi0 head, PAW vs direct, relative: 2.6e-06 (no unit)
chi0 wings, PAW vs direct, relative: 2.7e-04 (no unit)
chi0 body, PAW vs direct, relative: 2.1e-04 (no unit)
inverse dielectric matrix, max error: 3.7e-05 (no unit)
head without local fields, xx: 1.5405 (no unit)
head without local fields, zz: 2.1645 (no unit)
same without on-site dipole, xx: 1.4546 (no unit)
same without on-site dipole, zz: 1.8420 (no unit)
wing w_z at G = (0,0,1): 0.8029 (no unit)
L_xx: 1.2501 (no unit)
L_yy: 1.2501 (no unit)
L_zz: 1.3660 (no unit)
L_xx at second frequency: 1.1343 (no unit)
L_zz at second frequency: 1.1623 (no unit)
q mesh per axis: 4 (no unit)
small-cell volume: 1.2666e-04 bohr^-3
radius of equal sphere: 0.03115 bohr^-1
cell formula vs volume sum, max error: 1.2e-07 (no unit)
mean bare head: 38167.2 hartree bohr^3
mean screened head, cell: 29673.8 hartree bohr^3
mean screened head, sphere: 30160.9 hartree bohr^3
mean screened head, scalar trace/3: 29616.2 hartree bohr^3
mean screened head, L_xx only: 30531.5 hartree bohr^3
mean screened head, L_zz only: 27940.8 hartree bohr^3
effective constant bare/screened: 1.2862 (no unit)
mean n_x n_x/(n.L.n): 0.2764 (no unit)
mean n_z n_z/(n.L.n): 0.2262 (no unit)
body inverse at (0,0,1), B^-1 part: 0.77128 (no unit)
body inverse at (0,0,1), added mean: 0.01098 (no unit)
Gamma-cell exchange, bare: -0.5303 eV
Gamma-cell exchange, screened: -0.4123 eV
Gamma-cell exchange, screened: -0.015152 hartree
1/eps at x face, full q: 0.8013 (no unit)
1/eps at x face, limit form: 0.7999 (no unit)
1/eps at z face, full q: 0.7334 (no unit)
1/eps at z face, limit form: 0.7321 (no unit)
```
